# Inverse dielectric susceptibility and squared spontaneous magnetization under biquadratic coupling: test program

```python
"""
Result under test: with the free-energy density
    F = a(T) P^2/2 + b P^4/4 + f(M,T) + g P^2 M^2/2 - E P
a paraelectric crystal has inverse susceptibility dE/dP = a(T) + g Ms(T)^2.
P: polarization, M: magnetization inside a domain, Ms: its spontaneous value,
E: macroscopic electric field, g: biquadratic coupling, f: magnetic energy.
Working units: P in uC/cm2, E in MV/cm, M in MA/m, F in J/cm3.
Inverse susceptibility is then in (MV/cm)/(uC/cm2) = 1e10 m/F.
A ferroelectric crystal, strain and short-range order are treated as well.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar, root
from scipy.special import gamma, logsumexp

# ---------- rough or chosen input values ----------
spin = 3.5
lattice_nm = 0.514
moment_bohr = 7.0
Tc = 70.0
eps_ref = 25.0            # relative permittivity at Tc without magnetic order
g = -0.006                # (MV/cm)/(uC/cm2)/(MA/m)^2
b = 1.0e-4                # (MV/cm)/(uC/cm2)^3
drift = -1.0e-4           # relative change of a per kelvin

INV_SI = 1.0e10           # m/F per working unit of inverse susceptibility
density = 4.0 / (lattice_nm * 1e-9) ** 3
mu_B = const.physical_constants["Bohr magneton"][0]
M0 = density * moment_bohr * mu_B * 1e-6
a_ref = 1.0 / (const.epsilon_0 * (eps_ref - 1.0)) / INV_SI
nk = density * const.k * 1e-6                 # J/cm3 per kelvin
exchange = 3.0 * spin / (spin + 1.0) * nk * Tc
levels = np.arange(-spin, spin + 0.5) / spin


def background(T):
    return a_ref * (1.0 + drift * (T - Tc))


def permittivity(inverse):
    return 1.0 + 1.0 / (const.epsilon_0 * inverse * INV_SI)


def relaxed_energy(P, T):
    """Minimum of F over the magnetic state at fixed P and E = 0."""
    def energy(x):
        log_z = logsumexp(x * levels)
        m = np.sum(levels * np.exp(x * levels - log_z))
        magnetic = -0.5 * exchange * m**2 + nk * T * (x * m - log_z)
        return magnetic + 0.5 * g * P**2 * (M0 * m) ** 2
    best = minimize_scalar(energy, bounds=(0.0, 60.0), method="bounded",
                           options={"xatol": 1e-9, "maxiter": 500})
    return best.fun + 0.5 * background(T) * P**2 + 0.25 * b * P**4


def inverse_from_curvature(T, h=1.0):
    """Second P-derivative of the relaxed energy at P = 0 (F is even in P)."""
    f0 = relaxed_energy(0.0, T)
    coarse = 2.0 * (relaxed_energy(h, T) - f0) / h**2
    fine = 2.0 * (relaxed_energy(h / 2, T) - f0) / (h / 2) ** 2
    return (4.0 * fine - coarse) / 3.0


def spontaneous_M(T):
    """Self-consistent Brillouin equation, zero magnetic field."""
    if T >= Tc:
        return 0.0
    c1, c2 = (2 * spin + 1) / (2 * spin), 1 / (2 * spin)

    def brillouin(x):
        return c1 / np.tanh(c1 * x) - c2 / np.tanh(c2 * x)
    x = brentq(lambda y: brillouin(y) - nk * T * y / exchange, 1e-3, 60.0,
               xtol=1e-13)
    return M0 * brillouin(x)


# ---------- paraelectric law: curvature against formula ----------
temperatures = np.array([80.0, 69.0, 60.0, 50.0, 40.0, 20.0, 5.0])
Ms = np.array([spontaneous_M(T) for T in temperatures])
inverse = np.array([inverse_from_curvature(T) for T in temperatures])
predicted = background(temperatures) + g * Ms**2
worst = np.max(np.abs(inverse - predicted))
assert worst < 1e-6
shift = inverse - background(temperatures)
fit_slope, fit_offset = np.polyfit(Ms**2, shift, 1)
assert abs(fit_slope / g - 1.0) < 1e-4 and abs(fit_offset) < 1e-6

# ---------- behaviour just below Tc ----------
c_S = 10 / 3 * (spin + 1) ** 2 / (spin**2 + (spin + 1) ** 2)
near = 0.1
M2_near = spontaneous_M(Tc - near) ** 2
assert abs(M2_near / (M0**2 * c_S * near / Tc) - 1.0) < 0.01
kink = -g * M0**2 * c_S / Tc
inv_near = inverse_from_curvature(Tc - near)
kink_numeric = (inv_near - background(Tc - near)) / (-near)
assert abs(kink_numeric / kink - 1.0) < 0.01
g_apparent = g - a_ref * drift * Tc / (c_S * M0**2)
assert abs((inv_near - a_ref) / M2_near / g_apparent - 1.0) < 0.01

# ---------- ferroelectric crystal, dimensionless ----------
P, M, A = sp.symbols("P M A", real=True)
fa, fb, fbeta, fg = -1.0, 2.0, 0.8, 0.4
F_ferro = (fa * P**2 / 2 + fb * P**4 / 4 + A * M**2 / 2
           + fbeta * M**4 / 4 + fg * P**2 * M**2 / 2)
gradient = sp.lambdify((P, M, A), [sp.diff(F_ferro, v) for v in (P, M)])
hessian = sp.lambdify((P, M, A), sp.hessian(F_ferro, (P, M)))


def ferro_state(A_value, field, start):
    def equations(v):
        dP, dM = gradient(v[0], v[1], A_value)
        return [dP - field, dM]
    sol = root(equations, start, tol=1e-13,
               jac=lambda v: np.array(hessian(v[0], v[1], A_value), float))
    assert np.max(np.abs(equations(sol.x))) < 1e-11
    H = np.array(hessian(sol.x[0], sol.x[1], A_value), dtype=float)
    assert np.all(np.linalg.eigvalsh(H) > 0)
    return sol.x, H


def ferro_inverse(A_value, start, dE=1e-4):
    up = ferro_state(A_value, dE, start)[0][0]
    down = ferro_state(A_value, -dE, start)[0][0]
    return 2 * dE / (up - down)


P0sq = -fa / fb
ferro_above = ferro_inverse(0.0, [0.7, 0.0])
assert abs(ferro_above - 2 * fb * P0sq) < 1e-5
ferro_M2, ferro_inv = [], []
for A_value in (-0.4, -0.7, -1.0):
    state, H = ferro_state(A_value, 0.0, [0.6, 0.8])
    m2 = state[1] ** 2
    assert m2 > 0.1
    assert abs(H[0, 0] - (2 * fb * P0sq - 2 * fg * m2)) < 1e-9
    ferro_M2.append(m2)
    ferro_inv.append(ferro_inverse(A_value, state))
ferro_slope, ferro_below = np.polyfit(ferro_M2, ferro_inv, 1)
stiff = fb - fg**2 / fbeta
for m2, value in zip(ferro_M2, ferro_inv):
    assert abs(value - 2 * stiff * (P0sq - fg * m2 / fb)) < 1e-5
assert abs(ferro_below - ferro_above + 2 * fg**2 * P0sq / fbeta) < 1e-4

# ---------- strain produced by magnetic order ----------
u, C, r, kappa, sa, sg = sp.symbols("u C r kappa a g", real=True)
F_strain = (sa * P**2 / 2 + sg * P**2 * M**2 / 2 + C * u**2 / 2
            - C * r * u * M**2 + kappa * u * P**2 / 2)
u_eq = sp.solve(sp.diff(F_strain, u), u)[0]
curvature = sp.diff(F_strain.subs(u, u_eq), P, 2).subs(P, 0)
assert sp.simplify(curvature - sa - (sg + kappa * r) * M**2) == 0
strain_sat, log_derivative = 1.0e-3, 10.0     # assumed rough magnitudes
strain_shift = strain_sat * log_derivative


# ---------- short-range order: spherical model on the fcc lattice ----------
def watson_midpoint(n):
    c = np.cos((np.arange(n) + 0.5) * np.pi / n)
    cx, cy = c[:, None], c[None, :]
    top, side = 1 - cx * cy / 3, (cx + cy) / 3
    return np.mean(1 / np.sqrt((top - side) * (top + side)))


W = 2 * watson_midpoint(1600) - watson_midpoint(800)
W_closed = 9 * gamma(1 / 3) ** 6 / (2 ** (14 / 3) * np.pi**4)
assert abs(W - W_closed) < 1e-5
L = 64
c = np.cos(2 * np.pi * np.arange(L) / L)
cx, cy, cz = c[:, None, None], c[None, :, None], c[None, None, :]
lam = ((cx * cy + cy * cz + cz * cx) / 3).ravel()
K = 0.5 / W                                   # half the critical temperature
log_gap = brentq(lambda q: K * np.mean(1 / (1 + 10**q - lam)) - 1, -9, 0)
weights = K / (1 + 10**log_gap - lam) / lam.size
m2_lattice = np.sum(weights[lam > 1 - 1e-10])
pair_lattice = np.sum(weights * lam)
pair_formula = 1 - (1 - m2_lattice) / W
# the missing long-wavelength modes leave an error of order 1/L
assert abs(pair_lattice - pair_formula) < 0.01
pair_at_Tc = 1 - 1 / W

# ---------- other neglected effects ----------
full_shift = g * M0**2
probe = 0.01                                  # MV/cm
P_probe = probe / a_ref
nonlinear = 3 * b * P_probe**2
frequency = 1.0e5
sigma = 0.01 * 2 * np.pi * frequency * const.epsilon_0 * eps_ref / 100

# ---------- printed results ----------
iu = "(MV/cm)/(uC/cm2)"
print(f"inputs: lattice {lattice_nm} nm, moment {moment_bohr} mu_B, S {spin}")
print(f"inputs: Tc {Tc} K, permittivity at Tc {eps_ref}")
print(f"coupling g = {g} {iu}/(MA/m)^2")
print(f"coupling g in SI = {g*INV_SI*1e-12:.2e} (m/F)/(A/m)^2")
print(f"quartic b = {b:.1e} (MV/cm)/(uC/cm2)^3")
print(f"background drift = {drift:.1e} per K")
print(f"saturation magnetization M0 = {M0:.4f} MA/m")
print(f"background a(Tc) = {a_ref:.5f} {iu}")
print(f"table: T(K), Ms(MA/m), Ms^2, a(T), 1/chi [{iu}], permittivity")
for T, m, value in zip(temperatures, Ms, inverse):
    print(f"  {T:4.0f} {m:7.4f} {m*m:7.4f} {background(T):.5f} "
          f"{value:.5f} {permittivity(value):.3f}")
print(f"largest |curvature - formula| = {worst:.1e} {iu}")
print(f"fitted slope against Ms^2 = {fit_slope:.6f} {iu}/(MA/m)^2")
print(f"full shift g*M0^2 = {full_shift:.5f} {iu}")
print(f"full shift relative to a(Tc) = {100*full_shift/a_ref:.2f} %")
print(f"c_S for S = 7/2: {c_S:.4f}")
print(f"slope change at Tc, formula = {kink:.3e} {iu}/K")
print(f"slope change, curvature at Tc-0.1 K = {kink_numeric:.3e} {iu}/K")
print(f"apparent g if drift ignored = {g_apparent:.5f} {iu}/(MA/m)^2")
print(f"relative error of that g = {100*(g_apparent/g-1):.1f} %")
print(f"ferroelectric inputs: a {fa}, b {fb}, beta {fbeta}, g {fg} (no unit)")
print(f"ferroelectric 1/chi just above transition = {ferro_above:.4f}")
print(f"ferroelectric 1/chi just below (fit) = {ferro_below:.4f}")
print(f"ferroelectric slope, M relaxed (fit) = {ferro_slope:.4f}")
print(f"ferroelectric slope, M clamped = {-2*fg:.4f}")
print(f"assumed strain {strain_sat:.1e}, dln(a)/d(strain) {log_derivative}")
print(f"strain shift / full magnetic shift = "
      f"{100*strain_shift*a_ref/abs(full_shift):.0f} % in size")
print(f"fcc Watson integral W = {W:.5f}, closed form {W_closed:.5f}")
print(f"pair correlation at Tc = {pair_at_Tc:.3f} of full value")
print(f"slope factor with short-range order = {1/W:.3f}")
print(f"lattice test (L={L}): m^2 {m2_lattice:.3f}, pair sum "
      f"{pair_lattice:.3f}, formula {pair_formula:.3f}")
print(f"probe field {probe} MV/cm gives P = {P_probe:.4f} uC/cm2")
print(f"nonlinear term / full shift = {nonlinear/abs(full_shift):.1e}")
print(f"conductivity for loss tangent 0.01 at {frequency/1e3:.0f} kHz = "
      f"{sigma:.1e} S/cm")
print("all assertions hold")
```

Output:

```
inputs: lattice 0.514 nm, moment 7.0 mu_B, S 3.5
inputs: Tc 70.0 K, permittivity at Tc 25.0
coupling g = -0.006 (MV/cm)/(uC/cm2)/(MA/m)^2
coupling g in SI = -6.00e-05 (m/F)/(A/m)^2
quartic b = 1.0e-04 (MV/cm)/(uC/cm2)^3
background drift = -1.0e-04 per K
saturation magnetization M0 = 1.9122 MA/m
background a(Tc) = 0.47059 (MV/cm)/(uC/cm2)
table: T(K), Ms(MA/m), Ms^2, a(T), 1/chi [(MV/cm)/(uC/cm2)], permittivity
    80  0.0000  0.0000 0.47012 0.47012 25.024
    69  0.3280  0.1076 0.47063 0.46999 25.031
    60  0.9973  0.9947 0.47106 0.46509 25.284
    50  1.3480  1.8171 0.47153 0.46063 25.519
    40  1.5761  2.4841 0.47200 0.45709 25.708
    20  1.8482  3.4159 0.47294 0.45244 25.962
     5  1.9122  3.6564 0.47365 0.45171 26.003
largest |curvature - formula| = 6.4e-10 (MV/cm)/(uC/cm2)
fitted slope against Ms^2 = -0.006000 (MV/cm)/(uC/cm2)/(MA/m)^2
full shift g*M0^2 = -0.02194 (MV/cm)/(uC/cm2)
full shift relative to a(Tc) = -4.66 %
c_S for S = 7/2: 2.0769
slope change at Tc, formula = 6.509e-04 (MV/cm)/(uC/cm2)/K
slope change, curvature at Tc-0.1 K = 6.504e-04 (MV/cm)/(uC/cm2)/K
apparent g if drift ignored = -0.00557 (MV/cm)/(uC/cm2)/(MA/m)^2
relative error of that g = -7.2 %
ferroelectric inputs: a -1.0, b 2.0, beta 0.8, g 0.4 (no unit)
ferroelectric 1/chi just above transition = 2.0000
ferroelectric 1/chi just below (fit) = 1.8000
ferroelectric slope, M relaxed (fit) = -0.7200
ferroelectric slope, M clamped = -0.8000
assumed strain 1.0e-03, dln(a)/d(strain) 10.0
strain shift / full magnetic shift = 21 % in size
fcc Watson integral W = 1.34466, closed form 1.34466
pair correlation at Tc = 0.256 of full value
slope factor with short-range order = 0.744
lattice test (L=64): m^2 0.508, pair sum 0.628, formula 0.634
probe field 0.01 MV/cm gives P = 0.0213 uC/cm2
nonlinear term / full shift = 6.2e-06
conductivity for loss tangent 0.01 at 100 kHz = 1.4e-08 S/cm
all assertions hold
```
